# Period Switching of Block-Copolymer Lamellae Between Identical Selective Walls, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy of stretched chains

### The situation and the model

A molten diblock copolymer fills the gap between two flat, rigid walls. Each chain is an A block joined to a B block. The two kinds of segment repel each other. If the repulsion is strong enough and the blocks are not too unequal in length, the melt forms alternating A and B layers. In a large sample these layers repeat with a preferred period $L_0$. Both walls attract A, and we consider layers that lie parallel to the walls, with A at each end of the stack. The gap then has to hold a whole number $n$ of periods, but its thickness $D$ need not be a multiple of $L_0$. The film must stretch its periods, compress them, or change their number. At which thickness does one more period become favourable?

Each chain has $N$ segments of statistical length $b$, of which a fraction $f$ is A. Both kinds of segment have the same volume $1/\rho$ and the same $b$. The repulsion is described by $\chi$: a mixture with local volume fractions $\phi_A,\phi_B$ has contact energy $\rho\chi\phi_A\phi_B$ per volume. Energies are measured in $k_BT$ throughout the algebra. Neither $\hbar$ nor the electron charge enters, so the formulas read the same in atomic units.

The assumptions are these.

1. The melt is incompressible, with $\phi_A+\phi_B=1$, and all chains are alike.
2. Segregation is strong: $\chi N\gg1$. Interfaces are thin compared with the layers, the junction of each chain sits on an interface, and each block stays in its own domain. Contributions of order $k_BT$ per chain, such as the entropy of placing junctions and ends, are dropped against the interfacial and stretching energies. Also $\chi\ll1$, so that an interface is wide compared with $b$.
3. The layers are flat and parallel to the walls. A state of $n\ge1$ periods has $2n$ interfaces, $n$ B domains, $n-1$ inner A domains, and one A layer at each wall.
4. A wall touching A costs $\gamma_{AW}$ per area, whatever the thickness of the layers behind it.
5. The gap $D$ is held fixed, and states are compared in equilibrium at the same temperature.

The period of the film is $L=D/n$. Since $D$ and $\rho$ are fixed, every state has $\rho D/N$ chains per wall area. Comparing energies per area is therefore the same as comparing energies per chain.

### Theorem

*Under assumptions 1 to 5, the parallel states with $n$ and $n+1$ periods have equal free energy at*

$$D_n=L_0\left[\frac{2n^2(n+1)^2}{2n+1}\right]^{1/3}.$$

*Among the parallel states with A at both walls, the one with $n$ periods is lowest for $D_{n-1}<D<D_n$, and the one with a single period is lowest for $D<D_1$.*

The proof needs the cost of an interface, the cost of stretching the blocks, and the best distribution of layer thicknesses. Whether some state outside this family is lower is a separate question, taken up after the proof.

### Lemma 1: the interface

*A flat interface costs $\gamma=\rho b\sqrt{\chi/6}$ per area.*

*Proof.* Consider long chains of one kind in a field $w(z)$ per segment. Let $q(z,s)$ be the statistical weight of a piece of $s$ segments ending at $z$. One more segment moves the end along $z$ by a random amount of mean zero and variance $b^2/3$, and multiplies the weight by $e^{-w}$. For fields that vary slowly over $b$, expansion to second order in the displacement gives

$$\frac{\partial q}{\partial s}=\frac{b^2}{6}q''-wq .$$

For a long chain the slowest-decaying solution dominates, $q\propto e^{-\varepsilon s}\psi(z)$, where

$$-\frac{b^2}{6}\psi''+w\psi=\varepsilon\psi .$$

A segment deep inside the chain has a long piece on either side, each contributing a factor $\psi$, so the volume fraction is $\phi=\psi^2$ when $\psi$ is suitably normalized. The free energy in the field is $\varepsilon$ per segment. Subtracting the field energy leaves the part due to chain conformations, per area:

$$\rho\int(\varepsilon-w)\psi^2dz=-\frac{\rho b^2}{6}\int\psi\psi''dz=\frac{\rho b^2}{6}\int\psi'^2dz .$$

The last step is integration by parts; the boundary term vanishes because $\psi'\to0$ far from the interface.

Now apply this to both species. Incompressibility is satisfied by $\psi_A=\sin\theta$ and $\psi_B=\cos\theta$, for which $\psi_A'^2+\psi_B'^2=\theta'^2$. Adding the contact energy gives

$$\gamma=\min_\theta\ \rho\int\left[\frac{b^2}{6}\theta'^2+\chi\sin^2\theta\cos^2\theta\right]dz ,$$

with $\theta$ running from $0$ in pure B to $\pi/2$ in pure A. The bracket equals

$$\left(\frac{b}{\sqrt6}\theta'-\sqrt\chi\sin\theta\cos\theta\right)^2+2b\sqrt{\frac{\chi}{6}}\,\sin\theta\cos\theta\,\theta' .$$

The square is not negative. The second term integrates to $2b\sqrt{\chi/6}\,[\tfrac12\sin^2\theta]_0^{\pi/2}=b\sqrt{\chi/6}$ for every profile. The minimum is reached when the square vanishes, which is possible, as the next line shows. $\square$

A vanishing square means $\theta'/(\sin\theta\cos\theta)=\sqrt{6\chi}/b$. The left side is $(\ln\tan\theta)'$, so $\tan\theta=e^{z\sqrt{6\chi}/b}$ when the interface is centred at $z=0$, and

$$\phi_A=\sin^2\theta=\frac12\left[1+\tanh\frac{z\sqrt{6\chi}}{b}\right].$$

The largest slope is $\sqrt{6\chi}/(2b)$. Its inverse defines the interface width, $2b/\sqrt{6\chi}$. The switching law will need from this lemma just one fact, that $\gamma$ does not depend on the layer thickness. The value of $\gamma$ serves to predict $L_0$.

### Lemma 2: a lower bound on stretching

Over $\Delta s$ segments a free chain has a Gaussian distribution of displacements along $z$, with variance $b^2\Delta s/3$. Its weight is proportional to $\exp[-3(\Delta z)^2/(2b^2\Delta s)]$. A stretched path therefore costs

$$\frac{3}{2b^2}\int\left(\frac{dz}{ds}\right)^2ds .$$

Motion parallel to the walls is unconstrained and contributes the same constant in every state. In strong segregation the free energy is, to leading order, the smallest total cost of a set of paths that fills space at density $\rho$.

Let a block have $M$ segments, and let $u(s)$ be the distance of segment $s$ from the interface that holds the block's junction. Thus $u(0)=0$, while the end at $s=M$ is free.

*(a) For every such path*

$$\int_0^M u'^2ds\ \ge\ \left(\frac{\pi}{2M}\right)^2\int_0^M u^2ds .$$

*(b) The blocks in one domain cost, per wall area, at least*

$$k_M\,\rho\int d(z)^2dz,\qquad k_M=\frac{3\pi^2}{8b^2M^2},$$

*where $d(z)$ is the distance from $z$ to the nearest interface bounding the domain.*

*Proof of (a).* Put $c=\pi/(2M)$ and expand a square that cannot be negative:

$$0\le\int_0^M\left[u'-c\cot(cs)\,u\right]^2ds=\int_0^M\left[u'^2-c\cot(cs)\,(u^2)'+c^2\cot^2(cs)\,u^2\right]ds .$$

Integrate the middle term by parts. Because $[c\cot(cs)]'=-c^2/\sin^2(cs)$,

$$-\int_0^M c\cot(cs)(u^2)'ds=-\left[c\cot(cs)\,u^2\right]_0^M-\int_0^M\frac{c^2}{\sin^2(cs)}u^2ds .$$

The boundary term vanishes at $s=M$, where $\cot(\pi/2)=0$. Near $s=0$ it behaves as $u^2/s$. The Cauchy–Schwarz inequality gives $u(s)^2\le s\int_0^su'^2ds'$, so $u^2/s\to0$ for any path of finite cost. Since $1/\sin^2-\cot^2=1$, what remains is

$$0\le\int_0^Mu'^2ds-c^2\int_0^Mu^2ds .$$

*Proof of (b).* Multiply (a) by $3/(2b^2)$ and sum over the blocks in the domain. The factor in front of $\int u^2ds$ is $(3/2b^2)(\pi^2/4M^2)=k_M$. A segment at $z$ is at least as far from its own interface as from the nearest one, so $u^2\ge d(z)^2$. The domain holds $\rho\,dz$ segments per area between $z$ and $z+dz$, which turns the sum over segments into $\rho\int d^2dz$. $\square$

The bound covers blocks that reach past the middle of a domain, since such segments are farther from their own interface than from the opposite one. Equality in (a) requires the square to vanish, which gives $u=u_0\sin(cs)$.

As a numerical check of the constant, a chain of unit length divided into 2000 steps, with one end fixed and one free, has the lowest eigenvalue 2.4662 of $-d^2/ds^2$; the formula gives $(\pi/2)^2=2.4674$.

The integrals needed later are elementary. An A layer of thickness $h$ at a wall has one interface, so

$$\int_0^hu^2du=\frac{h^3}{3}.$$

An inner domain of width $w$ has two interfaces, and $d$ rises from each of them to $w/2$ in the middle:

$$2\int_0^{w/2}u^2du=\frac{w^3}{12}.$$

An inner domain thus has the same bound as two layers of thickness $w/2$.

### Lemma 3: the bound is reached

*A layer of height $h$, with junctions on one face, can be filled at constant density by paths whose total cost equals the bound of Lemma 2.*

*Proof.* The layer contains $\sigma=\rho h/M$ blocks per area. Let each follow $u=u_0\sin(\pi s/2M)$, with its free end at $u_0$, and distribute the end heights with the probability density

$$g(u_0)=\frac{u_0}{h\sqrt{h^2-u_0^2}},\qquad 0<u_0<h .$$

It is normalized, because $\int_0^hu_0(h^2-u_0^2)^{-1/2}du_0=h$. Along a path,

$$\frac{du}{ds}=\frac{\pi}{2M}u_0\cos\frac{\pi s}{2M}=\frac{\pi}{2M}\sqrt{u_0^2-u^2}.$$

One block therefore places $ds/du=(2M/\pi)/\sqrt{u_0^2-u^2}$ segments per unit height at $u$, provided $u_0>u$. The total density at $u$ is

$$\sigma\int_u^hg(u_0)\frac{2M}{\pi\sqrt{u_0^2-u^2}}du_0=\frac{2M\sigma}{\pi h}\int_u^h\frac{u_0\,du_0}{\sqrt{(h^2-u_0^2)(u_0^2-u^2)}} .$$

Substitute $u_0^2=u^2+(h^2-u^2)\sin^2\alpha$. Then $u_0du_0=(h^2-u^2)\sin\alpha\cos\alpha\,d\alpha$, and the root equals $(h^2-u^2)\sin\alpha\cos\alpha$. The integral is $\int_0^{\pi/2}d\alpha=\pi/2$ at every height, and the density is $M\sigma/h=\rho$, as required.

Every path attains equality in Lemma 2(a), and every segment is measured from the nearest interface. The cost is therefore $k_M\rho h^3/3$ per area. $\square$

Dividing by $\sigma$ gives the cost of one block,

$$\frac{k_MMh^2}{3}=\frac{\pi^2}{8}\frac{h^2}{Mb^2}.$$

Free ends are spread through the whole layer. If all of them were at the top and every block were uniformly stretched, the density would again be uniform, but the factor would be $3/2=1.5$ instead of $\pi^2/8=1.234$. A construction from 1500 explicit paths reproduces the factor 1.234 and fills ten equal slices of the layer with a largest relative density error of 0.0005.

An inner domain is filled by two such layers, back to back, meeting at its midplane. No path crosses that plane. An impenetrable wall can therefore take its place without changing the stretching energy, and in this sense the layer at a wall is half of an inner domain.

## Second half: the switch and its limits

The film has thickness $D$, $n$ periods and $2n$ interfaces, and A at both walls. Chains have $N$ segments of length $b$ at density $\rho$, with A fraction $f$. Energies $E$ are per wall area and in $k_BT$. From the first half we take three results: an interface costs $\gamma=\rho b\sqrt{\chi/6}$; blocks of $M$ segments in a layer of thickness $h$ with one interface cost at least $k_M\rho h^3/3$, where $k_M=3\pi^2/(8b^2M^2)$, and this value can be reached; an inner domain of width $w$ counts as two layers of thickness $w/2$.

### Lemma 4: equal periods are best

*The smallest stretching energy of a film with $n$ periods is*

$$E_{\rm st}=\kappa\frac{D^3}{n^2},\qquad \kappa=\frac{\pi^2\rho}{32N^2b^2},$$

*for every composition $f$.*

*Proof.* The A material consists of two wall layers and $n-1$ inner domains, which together make $2+2(n-1)=2n$ layers with one interface each. Incompressibility fixes their total thickness at $fD$. Since $h^3$ is convex for $h>0$, the sum $\sum h_i^3$ at fixed $\sum h_i$ is smallest when all $h_i$ are equal. With $M=fN$ the A blocks cost at least

$$\frac{3\pi^2\rho}{8b^2f^2N^2}\cdot\frac{2n}{3}\left(\frac{fD}{2n}\right)^3=\frac{3\pi^2\rho}{8b^2f^2N^2}\cdot\frac{f^3D^3}{12n^2}=f\,\kappa\frac{D^3}{n^2}.$$

The $n$ B domains also make $2n$ layers, of total thickness $(1-f)D$. The same steps give at least $(1-f)\kappa D^3/n^2$. The sum is the stated value.

It remains to see that both minima can occur together, because each chain joins an A block to a B block at the same interface. Equal layers have thickness $fD/2n$ on the A side and $(1-f)D/2n$ on the B side. They contain $\rho(fD/2n)/(fN)$ and $\rho[(1-f)D/2n]/[(1-f)N]$ blocks per area. Both numbers equal $\rho D/(2nN)$, so every A block finds its B partner. $\square$

We now have the cost of an interface and the smallest stretching energy of a film with $n$ periods, which is reached when the periods are equal. It remains to combine them to find $L_0$ and prove the switching law, and then to examine the law's limits.

Numbers in the example were calculated in double precision.
